Crossing conductivity curves do not establish a quantum metal-insulator transition

**The argument under review**

The manuscript reports the sheet conductivity σ of a gated monolayer semiconductor against carrier density n, at several temperatures T. At low density σ rises on heating, and at high density it falls. The curves cross near one density n_c, where σ is of order e²/h. After division by σ(n_c,T) and a temperature-dependent stretching of the density axis they nearly coincide, with a power-law stretching factor. The manuscript concludes that n_c is the critical density of a quantum metal-insulator transition.

The observations may be sound, but does the conclusion follow from them? It does not if classical transport can produce the same pattern. I therefore examine a model with no interference, no tunnelling and no quantum critical point. It serves as a counterexample to the inference; it does not show that the transition in this sample is classical.

**A classical model of an uneven channel**

Let the band edge vary from place to place, as it does above patches of trapped charge. Take a checkerboard of square patches of side a. Before the carriers respond, the band edge lies at −u in patches A and at +u in patches B. Energies are in eV, k is Boltzmann's constant in eV/K, and the mean density n is held fixed when temperatures are compared.

For a parabolic band with constant density of states D, a local Fermi level ζ above the local band edge gives

n = D ∫₀^∞ dε / [1 + exp((ε − ζ)/kT)] = D kT ln(1 + e^(ζ/kT)).

Solving for ζ,

ζ(n,T) = kT ln(e^y − 1), y = n/(D kT).

Carriers collect in A and screen the relief. Write n_A = n + d and n_B = n − d. For the electrostatics I replace the charge pattern by a single harmonic of amplitude d, which varies as cos(πx/a) cos(πy/a), x and y being coordinates in this expression alone. Laplace's equation makes its potential decay away from the sheet as exp(−q|z|), with q² = 2(π/a)². In a medium of permittivity ε, Gauss's law equates the jump in normal field, 2qφ for potential amplitude φ, to e d/ε. The energy shift is therefore d/C in eV, with

C = 2εq/e, q = √2 π/a.

Electron repulsion raises the edge in A to −u + d/C and lowers that in B to u − d/C. In equilibrium the total Fermi level is common:

−u + d/C + ζ(n_A,T) = u − d/C + ζ(n_B,T),

or

ζ(n_A,T) − ζ(n_B,T) + 2d/C = 2u. (1)

Using one harmonic for a square pattern is an approximation to the electrostatics. Averaging the potential of a truly square charge pattern over each patch would raise C by about a third, and the threshold and crossing densities found below by about 30%. Holding the density uniform within each patch is a larger approximation. If it may vary inside a patch, the 100 and 300 K curves still cross, but at about 0.3 of the density found below for a smooth cosine relief of peak u, and at twice that density or more for a sharp square relief. The conductivity at the crossing then ranges from about 0.2 to about 2 e²/h. The digits below therefore describe the model, not a device.

**Conductivity of the checkerboard**

Assume local Ohm's law, σ_A = e n_A μ and σ_B = e n_B μ, with a mobility μ(T) common to both patches. The effective conductivity follows from a rotation argument. In a steady state the field E has no curl and the current density j has no divergence. Let Q be a rotation by 90°, let c = √(σ_A σ_B), and define

E′ = Q j/c, j′ = c Q E.

In two dimensions a 90° rotation exchanges curl and divergence up to sign, so E′ has no curl and j′ no divergence. Locally E = j/σ_loc, hence

j′ = c Q j/σ_loc = (c²/σ_loc) E′.

Since c²/σ_A = σ_B and c²/σ_B = σ_A, the new fields solve the problem with A and B exchanged. That is the old checkerboard shifted by one patch, with the same effective conductivity σ, a scalar because of the fourfold symmetry. Averaging the definitions with ⟨j⟩ = σ⟨E⟩ gives

⟨j′⟩ = c Q⟨E⟩ = (c²/σ)⟨E′⟩.

Therefore c²/σ = σ, and

σ = √(σ_A σ_B) = e n μ(T) R(n,T),

R = √(n_A n_B)/n = √(1 − d²/n²). (2)

As a test, a checkerboard with conductivities 5 and 1 was divided into 64 cells per patch side. Two discrete networks bounded its conductivity between 2.226 and 2.247; the geometric mean is √5 = 2.236. At larger contrast the exact result relies on current squeezing through ideally sharp corners. In the numbers below, the contrast at 100 K is 24 at n_c and about 13000 at n_p/2. With cells about as large as the mean free path, the two bounds are 0.65 and 1.55 times the geometric mean in the first case, and 0.03 and 30 times in the second. Conductivities deep on the insulating side are therefore properties of the ideal checkerboard.

**Why both ingredients are needed**

The factor R measures how evenly the carriers are spread. To find how it changes on heating, differentiate ζ at fixed density, using ∂y/∂T = −y/T:

∂ζ/∂T = k [ln(e^y − 1) − y e^y/(e^y − 1)].

Its derivative with respect to y is

k [e^y/(e^y − 1) − e^y/(e^y − 1) + y e^y/(e^y − 1)²] = k y e^y/(e^y − 1)² > 0.

So ∂ζ/∂T is larger in the denser patch. Call the left side of equation (1) F(d,T). Then ∂F/∂T > 0. Also ∂F/∂d > 0, because ζ increases with density and C is positive. Keeping F = 2u requires

dd/dT = −(∂F/∂T)/(∂F/∂d) < 0.

Heating reduces d and raises R. With constant mobility, every curve in this model rises with temperature and there is no crossing. With u = 0, on the other hand, R = 1, and a mobility that falls on heating makes every curve fall. The crossing requires the two effects to compete.

For T₂ > T₁ the crossing condition is

μ(T₁) R(n,T₁) = μ(T₂) R(n,T₂). (3)

Two limits show when it has a solution. At vanishing density ζ → kT ln y, and d/C → 0 because d < n. Equation (1) becomes kT ln(n_A/n_B) = 2u, so

R = 2√(n_A n_B)/(n_A + n_B) → 1/cosh(u/kT).

At high density, ζ_A > ζ_B in equation (1) implies d < Cu. Hence d/n → 0 and R → 1. If μ(T₂) < μ(T₁), the hotter curve is lower at high density. It is higher at low density if

μ(T₂) cosh(u/kT₁) / [μ(T₁) cosh(u/kT₂)] > 1. (4)

By continuity, these two conditions guarantee at least one crossing. Neither contains a quantum critical density.

**The threshold is a different quantity**

The model does have a classical percolation threshold at T = 0. There a filled patch has ζ = n_loc/D. At the threshold B is just empty, so d = n, n_A = 2n and ζ_B = 0. Equation (1) gives 2n/D + 2n/C = 2u, hence

n_p = u/(1/D + 1/C).

Above n_p both patches are filled. Then 2d/D + 2d/C = 2u, so d = n_p and

σ(T→0) = e μ √(n² − n_p²).

Below n_p, B is empty at T = 0. At small T we may set d ≈ n in equation (1), which gives

ζ_B = 2n/D + 2n/C − 2u = −2u(1 − n/n_p).

The few carriers in B number n_B ≈ D kT exp(ζ_B/kT). Since σ contains √n_B,

σ ≈ e μ √(2n D kT) exp[−u(1 − n/n_p)/kT].

The activation energy is thus half the barrier in B for ideally sharp corners; with rounded corners it is set by the height of the saddle between A patches. This is the insulating side of a purely classical threshold.

**A classical scaling law**

Near n_p, at temperatures low enough that A is degenerate, ζ_A ≈ n_A/D. Insert n_A = 2n − n_B and d = n − n_B into equation (1):

(2n − n_B)/D − ζ_B + (2n − 2n_B)/C = 2u.

Collect the terms in n_B on the right:

2n(1/D + 1/C) − 2u = n_B(1/D + 2/C) + ζ_B.

Since 1/D + 1/C = u/n_p, the left side is 2u(n − n_p)/n_p. Division by kT, with y now denoting n_B/(D kT), gives

y(1 + 2D/C) + ln(e^y − 1) = w, w = 2u(n − n_p)/(n_p kT). (5)

Thus y depends on density and temperature through w alone. When also |n − n_p| ≪ n_p and n_B ≪ 2n_p,

σ ≈ e μ √(2n_p D kT y(w)).

The ratio σ/(μ√T) is a function of (n − n_p)/T. A one-parameter collapse with a stable exponent therefore has a classical realisation too, here with exponent 1.

Equation (5) also fixes the side on which a low-temperature crossing lies. At n = n_p, w = 0 and y is constant, so σ ∝ μ√T. If μ falls more slowly than T^(−1/2), σ still rises on heating at the threshold, and the crossing lies above n_p.

**Numbers for a high-permittivity environment**

I choose rough parameters in the regime of monolayer MoS₂ embedded in a high-permittivity oxide: effective mass 0.5 electron masses, fourfold degeneracy, relative permittivity 12, a = 30 nm and u = 0.08 eV. They give D = 4.18×10¹⁴ and C = 1.96×10¹³ per eV per cm². Thus

n_p = 0.08/(1/4.18×10¹⁴ + 1/1.96×10¹³) = 1.50×10¹² cm⁻².

For the mobility I add an impurity and a phonon scattering rate:

1/μ = 1/450 + (T/300 K)/300, μ in cm²/Vs.

This gives 300, 225 and 180 cm²/Vs at 100, 200 and 300 K. The ratio in condition (4) is about 292 for the pair 100 and 300 K, so a crossing must exist. Solving equation (3) places it at

n_c = 1.38×10¹² cm⁻² = 0.92 n_p.

There R is 0.393 at 100 K and 0.654 at 300 K. The products μR are 300 × 0.393 = 118 and 180 × 0.654 = 118 cm²/Vs: the gain in evenness cancels the loss of mobility. The conductivity at 100 K is

σ = 1.602×10⁻¹⁹ × 1.38×10¹² × 118 ≈ 26 μS = 0.67 e²/h.

A value near e²/h is thus no signature of a quantum transition either.

On either side the signs are those in the manuscript. At n_p/2, σ rises from 0.63 to 4.8 to 7.8 μS at 100, 200 and 300 K. At 2n_p it falls from 126 to 96 to 78 μS. At n_c it is 26.1, 28.0 and 26.1 μS. Over five temperatures from 100 to 300 K its spread at n_c is 7% of the mean, which is small on an axis spanning decades.

The crossing is nevertheless not a common point. The pair 100 and 200 K crosses at 1.44×10¹² cm⁻², and the pair 200 and 300 K at 1.23×10¹² cm⁻². In the same classical equations, 10 and 20 K give 1.65×10¹² cm⁻², above n_p as equation (5) leads one to expect. This last pair shows how the model behaves and does not predict a device.

The sign of the temperature dependence can therefore mislabel a phase. At n = 1.44×10¹² cm⁻², between n_c and n_p, σ is 30.7 μS at 100 K and 28.0 μS at 300 K, which looks metallic when these endpoints are compared. Yet this density is below the classical threshold, and the model gives 3×10⁻⁷ μS at 2 K.

**What the collapse contains**

Let x = (n − n_c)/n_c. For any smooth family of curves,

ln[σ(n,T)/σ(n_c,T)] = A(T) x + terms of order x².

Division by σ(n_c,T) forces all curves through zero at x = 0. Plotting against A(T)x makes their linear parts coincide, whatever the physics. The collapse carries information through the higher terms and through the form of A(T).

A power law A ∝ T^(−p), fitted to the model at 100, 150, 200, 250 and 300 K, gives p = 0.79. Read as 1/(zν), the combination used in quantum scaling, this is zν = 1.27. I then compared the curves over a density range of ±10% at 100 K, widened as T^p at higher temperature. The largest mismatch in ln σ is 0.04, against a total span of 0.86. With the same ±10% at every temperature and no stretching, the mismatch is 0.32. The collapse is good, but the exponent is only an average over a limited window: between neighbouring temperatures it falls from 0.94 at the cold end to 0.60 at the hot end. It describes a classical crossover. Equation (5) does not explain the value 0.79: at n_c and 100 K, n_A/(D kT) is only 0.74, so A is not degenerate.

**How far the example can be trusted**

The checkerboard is not essential to a crossing. I also took one 50 by 50 network of patches with independent Gaussian band-edge energies of rms 0.05 eV, the same C for each patch and the same μ(T). Its 100 and 300 K curves cross at 6.9×10¹¹ cm⁻²; other random draws give 6.5 to 7.1×10¹¹ cm⁻². The disorder differs, so this value should not be compared with n_c above.

The position of n_c relative to n_p is less robust. If the impurity mobility varies as the square root of the local density, and equals 450 cm²/Vs at n_p, the crossing moves up by 10% to 1.52×10¹² cm⁻², just above n_p. At fixed gate voltage, with a gate 100 nm away, the fall of the Fermi level on heating from 100 to 300 K adds about 3×10¹⁰ cm⁻², or 2% of n_c.

Semiclassical transport is marginal for these parameters. At n_c and 100 K a B patch holds one electron on average, and one electron shifts the band edge by 1/(Ca²) = 5.7 meV against kT = 8.6 meV, so a continuous density without charging effects is a crude description. The thermal mean free path at 100 K is 6.6 nm, about a fifth of a patch. With scattering time τ, kTτ/ħ is 1.1 at 100 K and 2.0 at 300 K, so level broadening is not small. If the coherence time is about ħ/kT, it is shorter than τ from 100 to 300 K and leaves little range for interference, but that estimate is an assumption. At 10 K, kTτ/ħ = 0.16 for the dilute carriers in B. Those in A are degenerate, so their Fermi energy replaces kT, but the ratio is still only about 1.2 at n_c and 1.4 at the 10 and 20 K crossing. The classical treatment is then not justified.

These two ratios can be improved without losing the crossing. Multiplying both mobilities by ten leaves conditions (3) and (4) unchanged and raises kTτ/ħ tenfold. The mean free path becomes 66 nm, so the patches must be enlarged, say to 600 nm. This changes C and lowers the crossing density to about 7×10¹⁰ cm⁻², but condition (4) contains neither a nor C. A gate 100 nm away would then screen the relief, and the density drift at fixed gate voltage would be comparable with n_c, so in this variant the density itself must be held fixed. A mobility of 1800 cm²/Vs at 300 K is far above that of monolayer MoS₂, so this variant stands for a cleaner material. Within the model, the existence of the crossing is thus not tied to the marginal values, but σ at the crossing remains below e²/h, so quantum corrections need not be small there.

Tunnelling is also omitted. At n_c and 100 K the barrier in B is 30 meV. For a flat barrier, tunnelling and thermal activation have equal exponents at a width of 2.8 nm. Whole patches are much wider, but the gaps at checkerboard corners are not, so tunnelling there could matter increasingly on cooling.

Compared with real MoS₂ transistors, the mobilities chosen are on the high side at room temperature, where many devices reach some tens of cm²/Vs. Lowering both by a common factor scales σ but leaves n_c unchanged in the model, while making the semiclassical assumption worse. The relief is strong. It needs a trapped-charge imbalance Cu, which is close to n_p here. Statistically independent charges of mean density N fluctuate by √(N a²)/a² = √N/a in a patch, so they would need N ≈ n_p² a² ≈ 2×10¹³ cm⁻². Smaller numbers of charges would have to be clustered. A rough spin splitting of 3 meV is 0.35 kT at 100 K, so fourfold degeneracy is itself approximate. For valleys taken 0.1 eV higher, the Boltzmann factor at 300 K is 0.02. The gate field, 0.2 MV/cm, is modest for an oxide. The numerical output below gives the remaining values.

**Requested changes**

The claim of a quantum transition should be withdrawn or supported by evidence that separates it from this alternative. I suggest four steps.

1. Report the crossing for successive temperature pairs, and repeat the scaling fit in shifted windows. Drift would favour a crossover. Stability alone would not exclude classical percolation: if μ varies as T^(−1/2), equation (5), where it holds, makes σ near n_p a function of w alone, with a fixed crossing at n_p and a fixed exponent. For the parameters used here this requires temperatures well below 100 K; between 100 and 300 K the crossing would still drift.

2. Extend the data on both sides of n_c to temperatures where the trend towards T = 0 can be judged. The sign of dσ/dT between 100 and 300 K cannot replace this.

3. Determine how density and mobility change separately with temperature. Hall data would help, provided that their analysis allows for an uneven channel.

4. Map the potential or local conductivity, and measure the low-field magnetoresistance for signs of phase coherence. Coherence would show that quantum corrections are present, but would still not by itself identify n_c as a critical point.

Without such evidence, the data support a narrower statement: the temperature coefficient of the conductivity changes sign near n_c in the measured window.

Computed values

```
Mass 0.5 m_e, degeneracy 4, permittivity 12.0
Patch side 30.0 nm, bare half-relief 0.08 eV, gate distance 100.0 nm
Impurity mobility 450.0, phonon mobility at 300 K 300.0 cm2/Vs
Density of states D = 4.177e+14 1/(eV cm2)
Relief charge response C = 1.964e+13 1/(eV cm2), D/C = 21.27
Classical threshold n_p = 1.501e+12 cm^-2
Checkerboard 5:1, bounds 2.2256 to 2.2466, geometric mean 2.2361
Activation energy at n_p/2: numeric 40.000, formula 40.000 meV
Existence ratio for a 100/300 K crossing = 291.8 (must exceed 1)
T = 100 K: mobility 300.0 cm2/Vs, R at n_c 0.3926
T = 200 K: mobility 225.0 cm2/Vs, R at n_c 0.5611
T = 300 K: mobility 180.0 cm2/Vs, R at n_c 0.6544
Crossing 100/300 K, n_c = 1.382e+12 cm^-2 = 0.921 n_p
Crossing 100/200 K = 1.441e+12 cm^-2; 200/300 K = 1.233e+12 cm^-2
Crossing 10/20 K (classical model only) = 1.650e+12 cm^-2 = 1.100 n_p
Conductivity at 0.5 n_p, 100/200/300 K: 0.628, 4.827, 7.777 uS
Conductivity at n_c, 100/200/300 K: 26.079, 27.954, 26.079 uS
Conductivity at 2 n_p, 100/200/300 K: 126.482, 96.276, 77.980 uS
Conductivity at n_c, 100 K = 0.673 e2/h
Spread of conductivity at n_c over 100-300 K = 7.2 %
Between n_c and n_p, n = 1.441e+12 cm^-2: 2/100/300 K = 3.37e-07, 30.654, 28.021 uS
Apparent slope exponent = 0.787, inverse = 1.270
Collapse mismatch in ln(sigma): scaled 0.038, unscaled 0.323, scaled span 0.856
Random relief, rms 0.05 eV: 100/300 K crossing = 6.939e+11 cm^-2
Impurity mobility as root of local density: crossing = 1.522e+12 cm^-2
Independent charge density giving this relief = 2.03e+13 cm^-2
Thermal mean free path at 100 K = 6.64 nm
kT tau/hbar at 10/100/300 K = 0.160, 1.117, 2.010
Patch A filling n_A/(D kT) at n_c, 100 K = 0.737
Barrier in patch B at n_c, 100 K = 29.8 meV
Gap width where tunnelling equals activation = 2.77 nm
Fermi level shift 100 to 300 K at n_c = -47.9 meV
Density drift at fixed gate voltage, about 3.18e+10 cm^-2
Gate correction to C (two gates) = 2.7e-13
Gate field at n_c (one gate) = 0.208 MV/cm
Rough spin splitting 3 meV / kT at 100 K = 0.348
Boltzmann factor of valleys 0.1 eV higher (rough), 300 K = 0.021
```
